# Angle dependence of electrical and thermal magnon signals between platinum wires

## The exercise

Two parallel platinum wires lie on a thin film of a magnetic insulator. They run along $y$ and are separated by a distance $d$ along $x$; the film normal is $z$. One wire, the injector, carries a current $I=I_0\sin\omega t$. The other, the detector, is connected to a voltmeter and carries no net current. No electrons cross the film, but magnons, the quanta of spin waves, can.

A magnetic field turns the magnetization within the film plane. Its direction is

$$\mathbf m=(\cos\alpha,\ \sin\alpha,\ 0),$$

so $\alpha$ is measured from the in-plane normal to the wires. The film is saturated, and $\mathbf m$ is the same under both wires.

(a) How does the rate of electrical magnon injection depend on $\alpha$?

(b) Find the detector signal at frequency $\omega$, including its amplitude.

(c) The injector also heats the film. Find the resulting signal at $2\omega$.

(d) Evaluate both signals at $0^\circ$, $60^\circ$, $120^\circ$ and $180^\circ$ for the parameters given in the solution.

## Hints

1. A current along $y$ in platinum drives a spin current along $z$ whose spins point along $x$. Split these spins into a part along $\mathbf m$ and a part across it. Which part can create magnons?
2. In the film, the magnon chemical potential is a scalar. Does its diffusion equation know the direction of $\mathbf m$?
3. The spins that reach the detector point along $\mathbf m$. Which component gives a voltage along $y$?
4. Joule heat depends on $I^2$. Count how many of the projections in hints 1 and 3 remain when heat, not spin accumulation, drives the magnons.

## Solution

### Spin transport in platinum

Let $\boldsymbol\mu(z)$ be the spin accumulation, the difference between the electrochemical potentials of opposite spins, expressed in volts. Its direction is that of the excess angular momentum. Spin currents are given in charge units, as the difference between the currents of the two spin species. Each species has half the conductivity $\sigma$, so diffusion contributes $-(\sigma/2)\,d\boldsymbol\mu/dz$. With spin Hall angle $\theta$ and electric field $E$ along $y$, the spin current flowing upward is

$$\mathbf Q=-\frac{\sigma}{2}\frac{d\boldsymbol\mu}{dz}+\theta\sigma E\,\hat{\mathbf x}.$$

The inverse effect turns a gradient of $x$-polarized spins into charge current:

$$j_y=\sigma E+\frac{\theta\sigma}{2}\frac{d\mu_x}{dz}.$$

The two spin Hall terms have opposite signs relative to their driving forces, $E$ and $-\tfrac12 d\mu_x/dz$. Onsager symmetry requires this because spin changes sign under time reversal.

Spin relaxation over the diffusion length $\ell$ gives $\boldsymbol\mu''=\boldsymbol\mu/\ell^2$. The platinum occupies $0<z<t$, with the film below it. No spin leaves through the top, so $\mathbf Q(t)=0$. At the bottom, the spin current density entering the magnet is

$$-\mathbf Q(0)=g(\mathbf m\cdot\boldsymbol\mu-\mu_m)\mathbf m+G_r\boldsymbol\mu_\perp+G_i\,\mathbf m\times\boldsymbol\mu .$$

Here $\mu_m$ is the magnon chemical potential in volts, and $\boldsymbol\mu_\perp$ is the part of $\boldsymbol\mu$ across $\mathbf m$. The first term creates or removes magnons, which carry spin along $\mathbf m$. The other two exert torques on the magnetization.

### (a) The first projection

Take the component along $\mathbf m$, $\mu_\parallel=\mathbf m\cdot\boldsymbol\mu$. Both torque terms vanish, since $\boldsymbol\mu_\perp$ and $\mathbf m\times\boldsymbol\mu$ are perpendicular to $\mathbf m$. The spin Hall source becomes $\theta\sigma E\,\hat{\mathbf x}\cdot\mathbf m=\theta\sigma E\cos\alpha$. At given $E$, the parallel problem is therefore closed, however strongly the interface absorbs transverse spins.

First close the bottom interface. Zero spin current at both faces requires $\mu_\parallel'=2\theta E\cos\alpha$ at $z=0$ and $z=t$. The solution is

$$\mu_\parallel=2\theta E\ell\cos\alpha\,\frac{\sinh[(z-t/2)/\ell]}{\cosh(t/2\ell)},$$

and at the interface it equals $\mu_0\cos\alpha$, where

$$\mu_0=-2\theta E\ell\tanh\frac{t}{2\ell}.$$

It is negative for $E>0$ because spins along $+x$ are driven upward, away from the film.

Now let a spin current density $j$ enter the film. This adds

$$u(z)=u_0\frac{\cosh[(t-z)/\ell]}{\cosh(t/\ell)},\qquad u'(t)=0.$$

The closed solution carries no current at $z=0$, so

$$j=\frac{\sigma}{2}u'(0)=-Gu_0,\qquad G=\frac{\sigma}{2\ell}\tanh\frac{t}{\ell}.$$

The interface condition also gives $j=g(\mu_0\cos\alpha+u_0-\mu_m)$. Inserting $u_0=-j/G$ and collecting $j$,

$$j\left(1+\frac gG\right)=g(\mu_0\cos\alpha-\mu_m),$$

$$j=k(\mu_0\cos\alpha-\mu_m),\qquad k=\frac{gG}{g+G}.$$

The platinum and the interface act as two spin conductances in series. The injection drive is proportional to $\cos\alpha$. It is largest when $\mathbf m$ is perpendicular to the wires and zero when $\mathbf m$ lies along them. When its sign changes, the injector removes thermal magnons instead of adding them.

### Transport through the film

For a film of thickness $t_F$, magnon conductivity $\sigma_m$ and decay length $\lambda$, averaging over the thickness gives, away from the wires,

$$\frac{d^2\mu_m}{dx^2}=\frac{\mu_m}{\lambda^2}.$$

The angle does not appear, because transport is taken to be isotropic in the film plane. Treat each wire as a line, which requires a width $w$ small compared with $d$ and $\lambda$. A spin current $J$ per unit wire length, injected at $x=0$, produces $\mu_m=(J/G_0)e^{-|x|/\lambda}$. Half of it flows to each side, and each half equals $\sigma_mt_F\mu_m(0)/\lambda$. Hence

$$G_0=\frac{2\sigma_mt_F}{\lambda}.$$

Define $e=\exp(-d/\lambda)$, $K=kw$ and $r=K/G_0$. Let $J_1$ and $J_2$ be the currents entering the film at injector and detector. The potentials under the wires are

$$\mu_1=\frac{J_1+eJ_2}{G_0},\qquad \mu_2=\frac{eJ_1+J_2}{G_0}.$$

The contacts impose $J_1=K(\mu_0\cos\alpha-\mu_1)$ and $J_2=-K\mu_2$. Substituting the potentials,

$$(1+r)J_1+reJ_2=K\mu_0\cos\alpha,$$

$$reJ_1+(1+r)J_2=0.$$

The second equation gives $J_1=-(1+r)J_2/(re)$. Inserting this in the first and multiplying by $-re$,

$$\left[(1+r)^2-r^2e^2\right]J_2=-Kre\,\mu_0\cos\alpha .$$

The spin current density leaving the film into the detector is therefore

$$j_d=-\frac{J_2}{w}=\frac{G_{12}}{w}\mu_0\cos\alpha,\qquad G_{12}=\frac{Kre}{(1+r)^2-r^2e^2}.$$

For strong contacts, $r\gg1$ and $r(1-e)\gg1$, the transfer conductance becomes

$$G_{12}\to\frac{G_0e}{1-e^2}=\frac{\sigma_mt_F}{\lambda\sinh(d/\lambda)}.$$

The interface conductance has dropped out, and the film alone sets the transfer conductance. If also $d\ll\lambda$, this is $\sigma_mt_F/d$, as for an ordinary resistor. If $d\gg\lambda$, the signal decays exponentially. For weak contacts, $r\ll1$, it is $K^2e/G_0$: both interfaces limit it.

### (b) The second projection

The detector receives spins along $\mathbf m$. To leading order in $\theta$, ignore the spin current that the detector's own electric field generates. Its accumulation is then

$$\boldsymbol\mu=\mathbf m\,\frac{j_d}{G}\,\frac{\cosh[(t-z)/\ell]}{\cosh(t/\ell)}.$$

No net charge flows, so the integral of $j_y$ over the thickness vanishes:

$$\sigma E_dt+\frac{\theta\sigma}{2}\left[\mu_x(t)-\mu_x(0)\right]=0.$$

The $x$ component supplies another $\cos\alpha$:

$$E_d=\frac{\theta}{2t}\frac{j_d}{G}\cos\alpha\left[1-\frac1{\cosh(t/\ell)}\right].$$

Insert $G$ and use

$$\frac{1-1/\cosh(t/\ell)}{\tanh(t/\ell)}=\frac{\cosh(t/\ell)-1}{\sinh(t/\ell)}=\tanh\frac{t}{2\ell}.$$

The result is

$$E_d=\eta w\,j_d\cos\alpha,\qquad \eta=\frac{\theta\ell\tanh(t/2\ell)}{\sigma tw}.$$

Count an emf as positive when it would drive current along $+y$. The open-circuit field opposes that current, so the emf of a wire of length $L$ is $V=-LE_d$. In the injector $E=I/(\sigma wt)$, hence $\mu_0=-2\eta I$. The two minus signs cancel:

$$V=-L\eta G_{12}\mu_0\cos^2\alpha=R_1I\cos^2\alpha,\qquad R_1=2L\eta^2G_{12}.$$

The amplitude at frequency $\omega$ is

$$\boxed{V_1(\alpha)=R_1I_0\cos^2\alpha.}$$

One cosine comes from creating magnons and one from reading them. Reversing $\mathbf m$ changes both signs and leaves $V_1$ unchanged.

### (c) Heat leaves one projection

The Joule power is $P=I^2R$, with $R=L/(\sigma wt)$. It drives magnons through temperature gradients, whatever the direction of the injected spins. Let the resulting magnon potential under the detector, with the detector's absorption included, be $\mu_T=c_TP$. The coefficient $c_T$ is independent of $\alpha$ if heat flow and thermal magnon transport are isotropic in the plane.

The detector then receives $j_d=k\mu_T$, polarized along $\mathbf m$. A temperature difference across the detector interface can also drive a spin current directly. It has the same polarization, so it is included here by treating $\mu_T$ and $c_T$ as effective values. The detection step of part (b) gives

$$V_T=-L\eta w\,k\,c_TI^2R\cos\alpha=R_2I^2\cos\alpha,\qquad R_2=-L\eta Kc_TR.$$

If the temperature follows the current without delay,

$$I^2=I_0^2\sin^2\omega t=\frac{I_0^2}{2}(1-\cos2\omega t).$$

Define $V_2$ as the coefficient of $\cos2\omega t$:

$$\boxed{V_2(\alpha)=-\frac{R_2I_0^2}{2}\cos\alpha.}$$

There is also a constant voltage $(R_2I_0^2/2)\cos\alpha$. Reversing $\mathbf m$ reverses the thermal signal, because the arriving spins reverse while the heat does not. If $\alpha$ were measured from the wire axis, $\cos^2\alpha$ would become $\sin^2\alpha$, and $\cos\alpha$ would become $\pm\sin\alpha$, with the sign set by the sense of rotation.

### (d) Numbers

Take rough values in the regime of platinum on yttrium iron garnet at 300 K:

- Wires: $w=200$ nm, $t=10$ nm, $L=100$ µm, $d=3$ µm.
- Platinum: $\sigma=2.0\times10^6$ S/m, $\ell=1.5$ nm, $\theta=0.10$.
- Film: $t_F=100$ nm, $\sigma_m=5.0\times10^5$ S/m, $\lambda=9$ µm.
- Interface: $g=1.0\times10^{13}$ S/m².
- Drive: $I_0=50$ µA at 10 Hz, in a field of 100 mT.

The thermal coefficient $c_T=0.20$ µV/mW is chosen, not predicted.

Since $\tanh(t/2\ell)=0.9975$,

$$\eta=\frac{0.10\,(1.5\times10^{-9})(0.9975)}{(2.0\times10^6)(10^{-8})(2\times10^{-7})}\ \Omega=0.0374\ \Omega.$$

The spin accumulation has magnitude $2\eta I_0=3.74$ µV. The contact values are $K=1.970\times10^6$ S/m and $G_0=1.111\times10^4$ S/m, so $r=177.3$. With $e=0.7165$,

$$G_{12}=\frac{(1.970\times10^6)(177.3)(0.7165)}{178.3^2-(177.3\times0.7165)^2}\ \text{S/m}=1.60\times10^4\ \text{S/m}.$$

This is the strong-contact regime. The electrical coefficient is

$$R_1=2(10^{-4})(0.0374)^2(1.60\times10^4)\ \Omega=4.47\ \text{m}\Omega,$$

and the peak signal is $R_1I_0=224$ nV.

For the thermal signal, $R=25$ kΩ and $c_T=2.0\times10^{-4}$ V/W:

$$R_2=-(10^{-4})(0.0374)(1.970\times10^6)(2.0\times10^{-4})(2.5\times10^4)\ \text{V/A}^2=-36.8\ \text{V/A}^2.$$

The peak is $36.8\,(50\times10^{-6})^2/2$ V, or 46 nV.

| $\alpha$ | $V_1$ (nV) | $V_2$ (nV) |
|---:|---:|---:|
| 0° | 224 | 46 |
| 60° | 56 | 23 |
| 120° | 56 | −23 |
| 180° | 224 | −46 |

At $60^\circ$ the electrical signal has fallen to a quarter and the thermal signal to a half. At $120^\circ$ the first has the same value as at $60^\circ$, while the second has the opposite sign. The positive sign of $V_2$ at $0^\circ$ follows from the chosen sign of $c_T$; a negative $c_T$ would invert the whole cosine.

### How good are the two angle laws?

The derivation dropped the detector's own spin Hall current and the effect of spin currents on the injector's field and resistance. These feedback terms are of relative order $\theta^2$. A numerical solution of the full vector diffusion equations keeps them, together with $G_r=1.0\times10^{14}$ S/m² and $G_i=1.0\times10^{13}$ S/m². At $\theta=0.01$, over 24 angles, it differs from the formulas by at most $2.2\times10^{-4}$ of the peak for $V_1$ and $7.6\times10^{-5}$ for $V_2$. These figures include the error of the numerical grid, which dominates for $V_1$; the feedback itself is about $6\times10^{-5}$ of the peak for both signals at this $\theta$.

At $\theta=0.10$, curves scaled to their values at $\alpha=0$ depart from $\cos^2\alpha$ and $\cos\alpha$ by about 0.01% of the peak. Reducing $\theta$ tenfold reduces these departures a hundredfold, as a $\theta^2$ effect should. The feedback also lowers $R_1$ by about 0.6%, and the injector resistance varies with angle by 0.02%. Within the model, the laws are thus leading-order results, and very good ones for these parameters. These figures assume isotropic magnon transport. In a real film, dipolar fields make $\sigma_m$ depend on the angle between $\mathbf m$ and the magnon current, and a fractional anisotropy shifts $V_1$ from $\cos^2\alpha$ by about a quarter of that fraction of the peak: 0.1% for an anisotropy of 0.4%, 1.2% for one of 5%. This can exceed the spin Hall feedback by far.

Linear response sets another limit. The injector accumulation corresponds to 3.74 µeV, while the lowest magnon energy, estimated as $2\mu_BB$ with the Bohr magneton $\mu_B$, is 11.6 µeV. This estimate is cautious, because dipolar fields raise the minimum in a thin film magnetized in its plane. If the chemical potential approached the lowest magnon energy, the linear description would fail. Here a Bose distribution with a parabolic magnon band gives a density change of 0.52% at the injector. If the conductivity of the whole path changed by the same fraction, in step with the current, a second harmonic of about 1.3% of the peak $V_2$ would appear. This is a rough estimate: it treats the band as a three-dimensional continuum, whereas the standing waves across a 100 nm film are spaced by about 6 µeV. Including them, or the dipolar rise of the minimum, moves the density change between 0.4% and 0.6% and the second harmonic between 0.9% and 1.4%. Its angle dependence would be $\cos^3\alpha$, since the density change brings in one more factor $\cos\alpha$.

The current must also vary slowly enough for the temperature to follow. With rough values $\kappa=7$ W/(m K) for the thermal conductivity and $C=3.0\times10^6$ J/(m³ K) for the heat capacity, heat diffuses between the wires in about $d^2C/\kappa=3.9$ µs. The current period is 100 ms, so the temperature gradients between the wires, which drive the magnons, follow with negligible delay. The estimated peak temperature rise of the injector is 0.22 K.

### Beside a real device

The dimensions and material values are of the kind used for platinum on yttrium iron garnet, but $\theta$, $g$ and $\sigma_m$ differ considerably between samples. At fixed $\lambda$ and strong contact, $R_1$ is nearly proportional to $\sigma_m$, so a factor of two there moves $V_1$ by almost the same factor. Real wires are not lines: their finite width raises the calculated $R_1$ by 4.1%. Vertical magnon flow, estimated by adding the full film thickness as a series resistance at each contact, lowers it by up to 4.3%. That is a generous bound: resolving the flow across the film thickness gives about 1.5%, so width and vertical flow together raise $R_1$ by about 2.6%. The least certain number is $V_2$, which is proportional to the chosen $c_T$. In a real device $c_T$ depends on distance, film thickness and the heat path, and must be measured or modelled separately. A weak uniaxial in-plane anisotropy field of roughly 0.1 mT would turn $\mathbf m$ away from the 100 mT field by at most about 0.03°.

## Variation 1: a direct current

**Question.** A steady current of $+50$ µA, then $-50$ µA, is used at $\alpha=60^\circ$. How can the two signals be separated?

**Solution.** The voltage is

$$V(\pm I)=\pm R_1I\cos^2\alpha+R_2I^2\cos\alpha .$$

The first term has magnitude 56 nV. The second is $-36.8\,(50\times10^{-6})^2(0.5)$ V $=-46$ nV; the factor $1/2$ from $\sin^2\omega t$ is now absent. Thus

$$V(+I)=10\ \text{nV},\qquad V(-I)=-102\ \text{nV}.$$

Half the difference returns the electrical signal, 56 nV. Half the sum returns the thermal one, $-46$ nV. Within this model, current reversal does for steady currents what the two harmonics do for alternating ones.

## Variation 2: the injector's own magnetic field

**Question.** The injector current produces a magnetic field in the film beneath it. What does this add to the second harmonic?

**Solution.** Just below a wide flat wire, the field of a current along $+y$ points along $-x$, with amplitude

$$b=\frac{\mu_{\rm v}I_0}{2w}=0.157\ \text{mT},$$

where $\mu_{\rm v}$ is the vacuum permeability. Assume that $\mathbf m$ under the injector follows the total field, while $\mathbf m$ under the detector stays at $\alpha$. With $s=\sin\omega t$ and $\beta=b/B$, the injection cosine becomes

$$\cos\alpha_i=\frac{\cos\alpha-\beta s}{\sqrt{1-2\beta s\cos\alpha+\beta^2s^2}}.$$

To first order in $\beta$, the inverse square root is $1+\beta s\cos\alpha$, so

$$\cos\alpha_i\approx\cos\alpha-\beta s(1-\cos^2\alpha)=\cos\alpha-\beta s\sin^2\alpha .$$

The electrical voltage $R_1I_0s\cos\alpha_i\cos\alpha$ therefore gains the term $-R_1I_0\beta s^2\sin^2\alpha\cos\alpha$. Since $s^2=(1-\cos2\omega t)/2$, the addition to $V_2$ is

$$\Delta V_2=\frac{R_1I_0}{2}\frac bB\sin^2\alpha\cos\alpha .$$

At $60^\circ$ this is $(224/2)(0.00157)(0.375)$ nV $=0.07$ nV, or 0.14% of the peak $V_2$. This is an upper estimate: the wire's field weakens through the thickness of the film, and exchange and dipolar fields resist a tilt confined to the narrow strip under the wire.

Reversing $\mathbf m$ reverses $\Delta V_2$ as well, so that operation cannot separate it from the heat signal. Nor can a change of current: $R_1I_0b$ and the Joule term both grow as $I_0^2$. The angular shape can, because

$$\sin^2\alpha\cos\alpha=\frac{\cos\alpha-\cos3\alpha}{4}.$$

A $\cos3\alpha$ component in the second harmonic therefore signals a departure from the simple heating law of part (c). It does not identify the cause by itself, since the $\cos^3\alpha$ nonlinearity estimated above contains $\cos3\alpha$ too. The intermediate values and further angles are in the numerical output below.

## Computed values

```
Pt conductivity 2.0e+06 S/m, spin Hall angle 0.10
Pt spin diffusion length 1.5 nm
wire thickness 10 nm, width 200 nm
wire length 100 um, distance 3 um
film thickness 100 nm, magnon length 9 um
magnon conductivity 5.0e+05 S/m
interface conductance along m 1.0e+13 S/m2
transverse conductance: real 1.0e+14, imag 1.0e+13 S/m2
current amplitude 50 uA at 10 Hz
applied field 100 mT, temperature 300 K
thermal coefficient c_T 0.20 uV/mW (chosen)
wire resistance 25.00 kohm, peak power 0.0625 mW
current density 2.50e+10 A/m2
tanh(t/(2 ell)) 0.9975
Pt spin conductance G 6.667e+14 S/m2
contact conductance k 9.852e+12 S/m2
K 1.970e+06 S/m, G0 1.111e+04 S/m
r = K/G0 177.3, e 0.7165
G12 1.599e+04 S/m
eta 0.03740 ohm
injector spin accumulation, magnitude 3.74 uV
thermal magnon potential at peak power 12.50 nV
R1 4.474 mohm, R2 -36.85 V/A2
peak V1 223.7 nV, peak V2 46.1 nV
alpha   0 deg: V1  223.7 nV, V2   46.1 nV
alpha  30 deg: V1  167.8 nV, V2   39.9 nV
alpha  60 deg: V1   55.9 nV, V2   23.0 nV
alpha  90 deg: V1    0.0 nV, V2    0.0 nV
alpha 120 deg: V1   55.9 nV, V2  -23.0 nV
alpha 150 deg: V1  167.8 nV, V2  -39.9 nV
alpha 180 deg: V1  223.7 nV, V2  -46.1 nV
weak-theta check: max error V1 2.2e-04, V2 7.6e-05 of peak
far check at 20 um: model/formula 1.00022
full-theta shape error: V1 0.0097 %, V2 0.0137 % of peak
shape error ratio at theta/10: V1 0.01003, V2 0.01003
full-theta change of R1 -0.57 %
magnetoresistance R(90)/R(0)-1 0.0194 %
finite wire width changes R1 by 4.1 %
vertical film flow changes R1 by up to -4.3 %
Oersted field under injector 0.157 mT
Oersted part of second harmonic 0.14 % of peak V2
anisotropy field 0.1 mT (rough)
anisotropy angle error 0.029 deg
magnon gap 11.58 ueV, thermal energy 25.9 meV
magnon density change at injector 0.52 %
its second harmonic, rough 1.3 % of peak V2
thermal conductivity 7 W/(m K) (rough)
heat capacity 3.0e+06 J/(m3 K) (rough)
peak injector heating 0.22 K
heat diffusion time 3.9 us, period 100 ms
```
